Johnson's Log-Derivative Propagator: Fourth-Order Accuracy and Closed-Channel Stability

**What symmetry and dimensions allow**

In atomic units the coupled-channel equations are

Ψ'' = WΨ,  W(r) = 2μ[V(r) − E].

Row i of the square matrix Ψ is channel i, and each column is one solution. W is real and symmetric and may include threshold and centrifugal energies. The physics depends on the space spanned by the columns. Replacing Ψ by ΨC, with any constant invertible C, changes nothing observable. The logarithmic derivative

Y = Ψ'Ψ⁻¹

has this invariance, because Ψ'C(ΨC)⁻¹ = Ψ'Ψ⁻¹. It has the dimension of inverse length, while W has that of inverse length squared. A step of length scale h must therefore relate hY at its two ends through h²W. Since the equation is linear in Ψ and Ψ', the relation must also be a ratio of linear expressions in Y. It remains to find a ratio that is accurate and cheap.

**One channel, one sector**

Take one channel and a sector from a to b = a + 2h with midpoint c. Integration by parts gives two identities:

ψ'(b) = (ψ_b − ψ_a)/(2h) + ∫ₐᵇ [(r−a)/(2h)] ψ'' dr

ψ'(a) = (ψ_b − ψ_a)/(2h) − ∫ₐᵇ [(b−r)/(2h)] ψ'' dr.

Simpson's rule has weights h/3, 4h/3, h/3. The linear factors equal 1/2 at c, and 0 or 1 at the ends. With ψ'' = Wψ,

ψ'(b) ≈ (ψ_b − ψ_a)/(2h) + (2h/3)W_cψ_c + (h/3)W_bψ_b

ψ'(a) ≈ (ψ_b − ψ_a)/(2h) − (2h/3)W_cψ_c − (h/3)W_aψ_a.

The midpoint value follows from the central difference, with s = h²W_c:

ψ_a + ψ_b = (2 + s)ψ_c + O(h⁴).

Use this to remove ψ_b from the formula for ψ'(a). The terms in ψ_c combine as 1 + s/2 − 2s/3 = 1 − s/6. Removing ψ_a from the formula for ψ'(b) gives the same combination with the opposite sign. Defining φ = (1 − s/6)ψ_c,

ψ'(a) = (φ − ψ_a)/h − (h/3)W_aψ_a

ψ'(b) = (ψ_b − φ)/h + (h/3)W_bψ_b.

The sector now looks like two straight segments meeting at φ. The change of slope there is

(ψ_b − φ)/h − (φ − ψ_a)/h = [(2+s) − 2(1−s/6)]ψ_c/h = (4s/3)ψ_c/h = (4h/3)W_c(1−s/6)⁻¹φ.

Start at a hard wall, ψ_a = 0, with constant W. The first segment has slope φ/h, so its slope divided by φ is 1/h. After the change of slope this ratio becomes

B = (1/h)[1 + (4s/3)/(1−s/6)] = (1/h)(6+7s)/(6−s).

Since ψ_b = (1+hB)φ and 1+hB = (12+6s)/(6−s), dividing the second slope by ψ_b instead of φ gives B/(1+hB). Adding the end term,

Y_b = (1/h)[(6+7s)/(12+6s) + s/3] = (6+11s+2s²)/[6h(2+s)].

For small s this is (1/h)(1/2 + 2s/3 − s²/6 + …). The exact result, √W coth(2h√W), is (1/h)(1/2 + 2s/3 − 8s²/45 + …). The difference is

(1/h)(8/45 − 1/6)s² = h³W²/90.

This is third order, because one sector ends at a distance 2h from the wall, where ψ_b itself is proportional to h. The order at a fixed distance requires joining sectors.

**A second sector**

Let a second sector run from b to d, still with constant W. Equating the two expressions for ψ'(b) gives

φ₁ + φ₂ = (2 + 2s/3)ψ_b.

Insert φ₁ = (1−s/6)(ψ_a+ψ_b)/(2+s) and φ₂ = (1−s/6)(ψ_b+ψ_d)/(2+s), then multiply by 2+s:

(1−s/6)(ψ_a + 2ψ_b + ψ_d) = (4 + 10s/3 + 2s²/3)ψ_b.

Moving the 2ψ_b term to the right and dividing,

(ψ_a + ψ_d)/(2ψ_b) = (6+11s+2s²)/(6−s) = 1 + 2s + 2s²/3 + s³/9 + …

The exact ratio is cosh(2√s) = 1 + 2s + 2s²/3 + 4s³/45 + …, so the discrepancy is s³/45. In an open channel s = −k²h², and the numerical wave has a slightly different wave number k̃:

cos(2k̃h) − cos(2kh) ≈ −k⁶h⁶/45.

For small kh the left side is approximately −(k̃−k)·2h·2kh. Hence

k̃ ≈ k(1 + k⁴h⁴/180),

and the phase error accumulated over a length L is k⁵h⁴L/180. With kh = 0.1610 and kL = 64.403 rad this predicts 2.404×10⁻⁴ rad; propagation gave 2.412×10⁻⁴ rad.

**The general recursion**

For several channels the same steps hold with matrices, provided their order is kept. Let

A = Y_a + (h/3)W_a.

The relation at a reads (φ−Ψ_a)/h = AΨ_a, so φ = (1+hA)Ψ_a. The first slope, referred to φ, is A(1+hA)⁻¹, and A commutes with (1+hA)⁻¹. Adding the change of slope and then referring the second slope to Ψ_b gives Johnson's propagator:

B = (1+hA)⁻¹A + (4h/3)(1−h²W_c/6)⁻¹W_c

Y_b = (1+hB)⁻¹B + (h/3)W_b.

At a hard wall (1+hA)⁻¹A is replaced by its limit 1/h. A symmetric Y stays symmetric. A zero of det Ψ makes Y infinite, but the recursion can step across it unless a matrix to be inverted is singular at a grid point.

**Why the global error is fourth order**

Let W have four continuous derivatives, so that Ψ has six. Simpson's formula differs from the integral of f by +(h⁵/90)f'''' at some point of the sector. For f = (r−a)Ψ''/(2h),

f'''' = [(r−a)Ψ⁽⁶⁾ + 4Ψ⁽⁵⁾]/(2h).

The derivative formula at b therefore exceeds the true Ψ'(b) by

(h⁵/90)(4/2h)Ψ⁽⁵⁾ + O(h⁵) = h⁴Ψ⁽⁵⁾/45 + O(h⁵).

At a, the factor b−r reverses the sign of the fifth-derivative term, and the minus sign before the integral reverses it again. The excess is the same, +h⁴Ψ⁽⁵⁾/45. Eliminating φ between the two sector formulas returns the two Simpson formulas with Ψ_c replaced by (2+h²W_c)⁻¹(Ψ_a+Ψ_b). The midpoint error O(h⁴) therefore enters only through the term (2h/3)W_cΨ_c, multiplied by h, and adds O(h⁵).

A separate O(h⁴) error in each of about L/(2h) sectors would suggest third order overall. The equality of the two defects prevents this. Define at every node

P = Ψ' + (h⁴/45)Ψ⁽⁵⁾.

The true pair (Ψ, P) satisfies the sector formulas, with P in place of Ψ', up to O(h⁵). The linear map taking this pair across a sector is the identity plus O(h), so a product of L/(2h) such maps stays bounded as h → 0 at fixed L. The accumulated error is (L/2h)·O(h⁵) = O(h⁴). Replacing P by Ψ' at the two ends costs another O(h⁴). If det Ψ(R) ≠ 0, forming Y(R) preserves the order.

For a constant, coupled 3×3 matrix W with a known exact Y, halving h reduced the error by a factor of 15.95, close to 2⁴ = 16.

**What happens to an error in a closed channel**

Differentiating Y = Ψ'Ψ⁻¹ gives the Riccati equation Y' = W − Y². Let D = Y₁ − Y₂ be the difference of two solutions with the same W. Writing Y₁² − Y₂² = Y₁D + DY₂,

D' = −Y₁D − DY₂.

In one channel, Y = ψ'/ψ, and integration gives

D(r) = D(a) ψ₁(a)ψ₂(a)/[ψ₁(r)ψ₂(r)].

The error is divided by two growing solutions. For constant, uncoupled closed channels and small departures from Y = diag(κᵢ),

Dᵢⱼ(r) = Dᵢⱼ(0) exp[−(κᵢ+κⱼ)r].

With κ₁ = 11.981 Å⁻¹ and r = 0.3 Å the exponent is −7.189, a reduction to 7.55×10⁻⁴, and the propagated error agrees. In a constant open channel the denominators oscillate. Errors are then neither damped nor exponentially amplified, although Y is sensitive near its poles.

In closed channels the recursion also reduces such an error, under conditions given below. Let F(A) = (1+hA)⁻¹A = (1/h)[1 − (1+hA)⁻¹]. Subtracting two such expressions gives

F(A₁) − F(A₂) = (1+hA₁)⁻¹(A₁−A₂)(1+hA₂)⁻¹.

Suppose W is positive definite, Y has no negative eigenvalue, and every eigenvalue of h²W_c is below 6. Then A is positive, F(A) is positive, the midpoint term is positive, and so B and the next Y are positive. All eigenvalues of 1+hA and 1+hB exceed 1, and each half-step shrinks the error. Adding the W terms leaves the difference unchanged.

At h²W_c = 6 an inverse does not exist. Beyond it, φ and ψ_c have opposite signs, which looks like a node that the true solution does not have. In the one-sector example 1+hB = −[6 + 48/(s−6)] for s > 6. Its magnitude exceeds 6, so the error still contracts, but the positivity argument is lost. In a coupled, fully closed test the smallest factor was 1.403 when the largest eigenvalue of h²W_c was 3.50, and negative when it was 9.09. Stability does not imply accuracy: the series above also require κh to be small.

**Why direct propagation fails**

Suppose channel 3 is closed, with decay constant κ, and channel 1 is open. In column j the closed component soon behaves as cⱼe^{κr}. Without coupling and with unit starting slopes, cⱼ vanishes in the open columns and the columns stay orthogonal. When every cⱼ is nonzero, the normalized columns all point along this one growing solution. Where the other channels are open, what distinguishes them shrinks as e^{−κr}, and the condition number of the set grows as exp(∫κ dr). Inside a repulsive wall, where every channel is locally closed, the rate is roughly the difference between the largest and smallest local κ.

Growth alone does no harm if the channels are uncoupled, since each row keeps its own digits. Coupling changes this. Let W₁₃ = ge^{−αr}. The open component obeys

Ψ₁'' + k₁²Ψ₁ = ge^{−αr}cⱼe^{κr},

with the driven solution

Ψ₁ = cⱼ g e^{(κ−α)r}/[(κ−α)² + k₁²].

For κ > α this grows, and it carries the same factor cⱼ as the closed row. The independent, oscillating part of Ψ₁ stays bounded. Once it falls below the rounding error of the driven part, it cannot be recovered by forming Ψ'Ψ⁻¹.

The log-derivative recursion never stores the common growing factor. Direct propagation can also be repaired by replacing Ψ with ΨC at intervals, choosing C to make the columns orthogonal again. By the opening symmetry this leaves Y unchanged.

**A three-channel collision**

Take a model with mass 1 u and

Vᵢⱼ = εᵢδᵢⱼ + (6 eV) exp[−4(r−1)] Mᵢⱼ,

with r in Å. The thresholds εᵢ are 0, 0.2 and 1.5 eV, the diagonal elements of M are 1, and M₁₂ = M₂₃ = 0.2, M₁₃ = 0.1. A hard wall stands at 1 Å, well inside the repulsion. For 1 u, 2μ/ħ² = 478.451 eV⁻¹ Å⁻². At E = 0.5 eV,

k₁ = √(478.451×0.5) = 15.467 Å⁻¹

κ₃ = √(478.451×1.0) = 21.874 Å⁻¹.

Channels 1 and 2 are open and channel 3 is closed.

At the outer radius write Ψ = J + NK. In open channels J = sin(kr)/√k and N = cos(kr)/√k; in closed channels J grows and N decays exponentially. Putting this into Ψ' = YΨ and collecting K gives

K = −(YN − N')⁻¹(YJ − J').

The columns belonging to open channels contain no growing closed part. In their open rows the coefficients of e^{−ikr} and e^{ikr} are (K_oo+i)/2 and (K_oo−i)/2, apart from 1/√k. Normalizing the incoming coefficient to −1 gives

S = −(K_oo−i)(K_oo+i)⁻¹ = (1−iK_oo)⁻¹(1+iK_oo).

The last form uses the fact that functions of K_oo commute.

An independent collocation solution of the boundary-value problem gives P(1→2) = |S₁₂|² = 0.113277. Its Y₁₁ at 5 Å is 94.434 Å⁻¹, or 49.972 bohr⁻¹. A large element of Y does not spoil the matching. Since Y is symmetric, Y = (Ψᵀ)⁻¹Ψ'ᵀ, and multiplying both factors of K by Ψᵀ gives K = −(Ψ'ᵀN − ΨᵀN')⁻¹(Ψ'ᵀJ − ΨᵀJ'). This form contains no inverse of Ψ, so a pole of Y does not by itself produce a pole of K. Leaving out channel 3 gives 0.111802, 1.3% below the three-channel value: a channel that cannot be populated at large distance still influences the transition.

For h = 0.01, 0.005 and 0.0025 Å, the largest absolute errors in the elements of S are 2.62×10⁻⁴, 1.63×10⁻⁵ and 1.02×10⁻⁶. The ratios are 16.03 and 16.01. At the largest step P(1→2) is wrong by only 1.7×10⁻⁶, so the error lies mainly in the phases of S, as the shifted wave number would suggest.

The next comparison uses sectors 0.005 Å wide and fourth-order Runge–Kutta steps of the same width. The errors are again the largest in S, relative to the collocation solution matched at the same radius R.

- At R = 2.0 Å the condition number is 2.0×10⁸, and direct propagation has an error of 7.4×10⁻⁷.
- At 2.5 Å the condition number is 1.5×10¹³, and the error is between about 4×10⁻⁶ and 1×10⁻⁵; rounding already contributes, so the value depends on the order of the arithmetic.
- At 3.0 Å the error is of order 10⁻², and at 4.0 Å of order 1, which leaves no useful result. These errors are set by rounding, and only their order of magnitude is reproducible.
- At 5.0 Å no meaningful S can be formed either. The computed Ψ is singular to working precision from about 3 Å onward, and rounding decides whether the linear solve stops or returns an S with an error of order 1.

Between 2.0 and 2.5 Å the logarithm of the condition number rises by 11.24; the integral of the local closed-channel κ is 11.19. Above about 10¹⁶ the computed condition number is itself limited by rounding and no longer follows this law.

Two controls identify the cause. With the columns re-orthogonalized every ten steps, the error at 5.0 Å is 2.6×10⁻⁵ at the same step size. With the coupling removed, plain direct propagation has an error of 2.7×10⁻⁵, although the closed solution grows just as strongly; in this control the columns also stay orthogonal. The failure therefore does not come from the discretization. It comes from lost independence together with a coupling that decays more slowly than e^{−κr}, here α = 4 Å⁻¹ against κ₃ = 21.9 Å⁻¹. The rounding error in S then follows the driven part and grows at the rate κ − α, about 18 Å⁻¹, not at the rate κ of the condition number. A large condition number alone is not fatal: with a short-range coupling the driven part stops growing, and direct propagation can keep its truncation accuracy even when the condition number passes 10¹⁶. The log-derivative error at 5.0 Å is 1.0×10⁻⁶, with no re-orthogonalization. The numerical output lists the remaining values.

Numbers as computed

```
2 mu/hbar^2 for 1 u = 478.451 1/(eV A^2)
thresholds (eV): [0.  0.2 1.5]  total energy = 0.5 eV
wall = 6.0 eV at 1 A, decay constant = 4.0 1/A
mixing M12, M13, M23 = 0.2, 0.1, 0.2
range: 1.0 to 5.0 A
k1, k2, kappa3 = 15.467, 11.981, 21.874 1/A
constant W: Y errors 4.412e-06, 2.767e-07 (model units)
constant W: error ratio on halving h = 15.95
free wave: k h = 0.1610, k L = 64.403 rad
free wave: phase error found 2.4120e-04, law 2.4044e-04 rad
all closed, E = -0.3 eV, distance = 0.3 A
kappa (1/A): [11.981 15.467 29.346]
error decay 11: found 7.5527e-04, law 7.5532e-04
error decay 13: found 4.1261e-06, law 4.1264e-06
error decay 33: found 2.2536e-08, law 2.2543e-08
h = 0.03 A: max h^2 W = 3.501, least factor = 1.403
h = 0.05 A: max h^2 W = 9.091, least factor = -96.804
h = 0.01 A: P(1->2) = 0.11327572, max S error = 2.619e-04
h = 0.005 A: P(1->2) = 0.11327730, max S error = 1.634e-05
h = 0.0025 A: P(1->2) = 0.11327740, max S error = 1.021e-06
S error ratios on halving h = 16.03, 16.01
reference P(1->2) = 0.11327741
reference P(1->1) = 0.88672259
reference change, order 80 to 110 = 5.7e-14
S change, inner wall moved to 0.9 A = 9.1e-13
P(1->2) without channel 3 = 0.11180153
Y11 at 5 A = 94.43384 1/A = 49.97224 1/bohr
sector width in the comparison = 0.005 A
R (A) | condition | S error: direct, direct+QR, log-derivative
2.0 | 2.01e+08 | 7.35e-07, 7.35e-07, 4.70e-08
2.5 | 1.53e+13 | 1.01e-05, 4.27e-06, 2.09e-07
3.0 | 2.41e+16 | 5.19e-02, 8.39e-06, 3.15e-07
4.0 | 9.96e+16 | 1.91e+00, 1.70e-05, 6.62e-07
5.0 | 3.24e+16 | inf, 2.57e-05, 1.02e-06
ln condition growth, 2.0 to 2.5 A: 11.241, law 11.193
uncoupled: condition = 1.000, direct S error = 2.73e-05
```
